# Why the phosphorus donor coupling in silicon exceeds the one-valley estimate

## Definitions and conventions

A donor electron with spin $\mathbf S$ and a phosphorus nucleus with spin $\mathbf I$ (both dimensionless) have the contact interaction $hA\,\mathbf I\cdot\mathbf S$. The coupling to be explained is about 120 MHz; the arithmetic below uses the nominal target $A=117.5$ MHz as an input.

The conduction band of silicon has six equivalent minima at wave vectors $\mathbf k_j$ along the cubic axes. The donor state is written

$$\psi(\mathbf r)=\sum_{j=1}^{6}\alpha_jF_j(\mathbf r)\varphi_j(\mathbf r),\qquad \sum_j|\alpha_j|^2=1,\qquad \int F_j^2\,d^3r=1 .$$

The real envelope $F_j$ varies slowly. The Bloch function $\varphi_j$ varies within a cell and is normalized to unit mean density. Its density at the nucleus is $\eta=|\varphi_j(0)|^2$. I take the rough value $\eta=180$, which is an input. It is a property of the host crystal, used here at the phosphorus site, and every coupling below is proportional to it.

With cross terms between valleys neglected, and with $F_j^2$ taken as smooth over a cell, $\psi$ is normalized. Those terms are discussed below.

## From density to coupling

Let the spin magnetization near the nucleus be $M(r)\hat{\mathbf z}$. Its current density is

$$\mathbf J=\nabla\times(M\hat{\mathbf z})=M'(r)\,\hat{\mathbf r}\times\hat{\mathbf z}=-M'(r)\sin\theta\,\hat{\boldsymbol\phi}.$$

In the Biot–Savart law, a current element at distance $r$ contributes $\mu_0J/(4\pi r^2)$ at the centre, and the factor $\sin\theta$ selects the $z$ component. Hence

$$B_z(0)=\frac{\mu_0}{4\pi}\int_0^\infty\!dr\int_0^\pi\!d\theta\;2\pi\sin^3\theta\,[-M'(r)]
=\frac{\mu_0}{2}\cdot\frac43\,M(0)=\frac23\mu_0M(0).$$

The electron has $\mathbf M(0)=-g_e\mu_B|\psi(0)|^2\mathbf S$ and the nucleus has moment $g_N\mu_N\mathbf I$. The energy is minus moment times field, so the two minus signs cancel:

$$A=\frac{2\mu_0}{3h}\,g_e\mu_Bg_N\mu_N\,|\psi(0)|^2 .$$

A non-spherical density could add a dipolar coupling, which is a traceless symmetric tensor. For the A1 state, the tetrahedral site symmetry allows only a multiple of the unit tensor, and tracelessness makes that zero.

The nuclear $g$ factor is about 2.3. With the nominal input $g_N=2.26$ and the free-electron $g_e$, the coupling per unit density is $0.2680$ MHz nm³. The density needed is therefore $117.5/0.2680\approx438$ nm⁻³.

## Contribution 1: one valley in a Coulomb field

Use atomic units in this section, with masses in electron masses. For a valley along $z$,

$$\left[-\frac1{2m_t}(\partial_x^2+\partial_y^2)-\frac1{2m_l}\partial_z^2-\frac1{\varepsilon r}\right]F=EF .$$

Take the trial envelope $F=Ne^{-s}$, where $s^2=(x^2+y^2)/a^2+z^2/b^2$ and $b<a$. In the scaled coordinates $x/a,\,y/a,\,z/b$ the volume element is $a^2b\,d^3s$, and

$$1=N^2a^2b\int_0^\infty4\pi s^2e^{-2s}ds=N^2\pi a^2b .$$

So $F(0)^2=1/(\pi a^2b)$.

For the kinetic energy, $\partial_xF=-\dfrac{x}{a^2s}F$. Since $x/(as)$ is a direction cosine in scaled space, its mean square is $1/3$, and $\langle(\partial_xF)^2\rangle=1/(3a^2)$. The $y$ direction gives the same and the $z$ direction gives $1/(3b^2)$.

For the potential, put $c=z/(bs)$. Then $r=s\sqrt{a^2-(a^2-b^2)c^2}$. The radial mean is $\langle1/s\rangle=4\int_0^\infty se^{-2s}ds=1$, and the angular mean is

$$\int_0^1\frac{dc}{\sqrt{a^2-(a^2-b^2)c^2}}=\frac{\arcsin\sqrt{1-b^2/a^2}}{\sqrt{a^2-b^2}} .$$

Together,

$$E(a,b)=\frac1{3m_ta^2}+\frac1{6m_lb^2}-\frac{\arcsin\sqrt{1-b^2/a^2}}{\varepsilon\sqrt{a^2-b^2}} .$$

The rough inputs $m_t=0.19$, $m_l=0.92$ and $\varepsilon=12$ give a minimum at $a=25.0$ Å and $b=14.3$ Å, with binding energy $E_C=28.1$ meV. The envelope density at the donor is $0.0356$ nm⁻³. These are values for the trial function: the variational principle bounds its energy but not its central density. The coupling is

$$A_1=0.2680\times180\times0.0356\approx1.72\ \text{MHz}.$$

This is too small by a factor of 68. The Bloch factor is already included, so for the assumed $\eta$ the shortfall lies in the envelope and in the neglect of the other valleys.

## Contribution 2: six amplitudes in phase

The rotations and reflections of the donor site leave the origin fixed and permute the valleys. Define the other five Bloch functions by applying these operations to $\varphi_1$. Then all $\varphi_j(0)$ are equal.

The definition must not depend on which operation is used, so an operation that keeps $\mathbf k_1$ must leave $\varphi_1$ unchanged. The band minimum is non-degenerate apart from spin, so such an operation can only multiply $\varphi_1$ by a phase $\chi$. At the origin this reads $\varphi_1(0)=\chi\varphi_1(0)$. Because $\varphi_1(0)\neq0$, $\chi=1$.

The short-range potential of the donor core couples the valleys. Let its attractive strength be $U_0$ within a valley, $U_1$ between opposite valleys and $U_2$ between perpendicular ones. Each valley has one opposite partner and four perpendicular ones. With the order $(x,-x,y,-y,z,-z)$, the coupling matrix has these eigenvectors:

- A1, one state: $(1,1,1,1,1,1)/\sqrt6$, with strength $U_0+U_1+4U_2$.
- T2, three states such as $(1,-1,0,0,0,0)/\sqrt2$, with strength $U_0-U_1$. The perpendicular contributions cancel.
- E, two states such as $(1,1,-1,-1,0,0)/2$. In the first row the strength is $U_0+U_1-2U_2$. In the last two rows the contributions $2U_2-2U_2$ cancel, as they must.

A1 is lowest when its strength is the largest. This holds, for example, when all three couplings are equal and attractive: A1 then has six times the one-valley strength, and the other five states have none.

In A1 the envelopes are images of one another under the site operations, so they share one value $F(0)$. Therefore

$$|\psi(0)|^2=\left|\frac{6}{\sqrt6}F(0)\varphi_1(0)\right|^2=6\,\eta F(0)^2 .$$

The amplitude rises by $\sqrt6$ and the density by 6. The total charge is unchanged. The six waves are all in phase at the donor. At other lattice sites their relative phases vary, so they reinforce at some sites and partly cancel at others.

For T2 and E the density at the nucleus vanishes. The average of such a state over all site operations is zero, yet every transformed copy has the same value at the origin, so that value must be zero.

With the envelope of Contribution 1,

$$A=6\times1.717=10.3\ \text{MHz}.$$

Interference alone leaves a factor $117.5/10.30=11.4$ to be found.

A first trial figure for the neglected cross terms comes from the Fourier transform of the contracted envelope density found below. For each pair of valleys I take a single term, with the smallest equivalent wave-vector difference, and give its Bloch product unit weight. For a perpendicular pair two terms tie for the smallest difference, and only one is counted. This gives $0.062$ for the opposite valley and $0.003$ for each perpendicular one, which would change the norm by about 7 per cent. The true weights differ. For the opposite valley the term chosen here in fact vanishes: a fourfold screw operation leaves the host crystal unchanged but reverses the sign of the weight, which must therefore be zero. About five sixths of the 7 per cent comes from this absent term, so that figure is not an estimate of the true change. The remaining weights and signs are not computed, and the envelope used here is isotropic, so neglecting the cross terms remains an approximation whose error is not determined here.

## Contribution 3: the central cell contracts the envelope

### The model

The observed binding energy is about 46 meV, well above $E_C$. The excess is assigned to a square well of radius $r_c$ added to the Coulomb attraction. The anisotropic envelope is replaced by an isotropic one of the same Coulomb binding. From $E_C=m^*/(2\varepsilon^2)$ in atomic units, $m^*=0.298$, and the effective Bohr radius is $a^*=\varepsilon a_0/m^*=21.3$ Å.

From here lengths are in $a^*$ and energies in $2E_C=56.3$ meV. Put $u(r)=\sqrt{4\pi}\,rF(r)$, so that $\int_0^\infty u^2dr=1$. In the A1 channel,

$$-\tfrac12u''+W(r)u=Eu,\qquad W=-\frac1r-V\theta(r_c-r),\qquad E=-\frac1{2\nu^2},$$

where $\theta$ is the unit step. The Coulomb value is $E=-1/2$, so $\nu^2=E_C/E_{\rm obs}$ and $\nu=\sqrt{28.14/46}=0.782$. The depth $V$ belongs to the summed strength $U_0+U_1+4U_2$. It is not predicted but fixed by the observed binding energy.

The well is a parametrization. A potential that changes within a bond length lies outside the strict range of effective-mass theory.

### Why an inward force raises the central density

Multiply the radial equation by $u'$ and use $u'u''=\tfrac12(u'^2)'$ and $uu'=\tfrac12(u^2)'$:

$$-\tfrac14(u'^2)'+\tfrac12(W-E)(u^2)'=0 .$$

Integrate from zero to infinity. The first term gives $+\tfrac14u'(0)^2$, because $u'$ vanishes at infinity. Integrate the second by parts. Its boundary term vanishes at infinity, and also at the origin, where $u^2\propto r^2$ outweighs $1/r$. What remains is

$$\tfrac14u'(0)^2-\tfrac12\int_0^\infty W'u^2dr=0 .$$

Since $F(0)=u'(0)/\sqrt{4\pi}$,

$$F(0)^2=\frac{\langle W'\rangle}{2\pi}=\frac1{2\pi}\left[\left\langle\frac1{r^2}\right\rangle+V\,u(r_c)^2\right].$$

The last term comes from the upward step of height $V$ at $r_c$. The density at the centre thus measures the mean inward force.

Without the well, $u=2re^{-r}$ and $\langle1/r^2\rangle=4\int_0^\infty e^{-2r}dr=2$, so $F(0)^2=1/\pi$, the hydrogenic value. The contraction ratio is therefore

$$R=\pi F(0)^2=\tfrac12\left[\langle1/r^2\rangle+V\,u(r_c)^2\right].$$

### Solving for the envelope

**Inside the core**, $u''=-(2/r+q)u$ with $q=2(V+E)$. Insert $f=\sum_{n\ge1}c_nr^n$ with $c_0=0$ and $c_1=1$. Equating the coefficients of $r^{n-1}$ gives

$$n(n+1)c_{n+1}=-2c_n-q\,c_{n-1}.$$

**Outside the core**, put $\kappa=1/\nu$ and $u=re^{-\kappa r}y$. Then $u''=e^{-\kappa r}[ry''+2(1-\kappa r)y'+(\kappa^2r-2\kappa)y]$, and the equation $u''+(2/r-\kappa^2)u=0$ becomes

$$ry''+2(1-\kappa r)y'+2(1-\kappa)y=0 .$$

Try $y=\int_0^\infty g(t)e^{-2\kappa rt}dt$. The left side is then the integral of $e^{-2\kappa rt}$ times

$$g\,[4\kappa^2r\,t(t+1)-4\kappa t+2-2\kappa].$$

This equals the derivative $\dfrac{d}{dt}\left[-2\kappa t(t+1)g\,e^{-2\kappa rt}\right]$ if

$$-2\kappa(2t+1)g-2\kappa t(t+1)g'=(-4\kappa t+2-2\kappa)g,$$

which reduces to $g'/g=-\nu/[t(t+1)]$. The solution is $g=[(1+t)/t]^\nu$. The integrated term vanishes at infinity, and at $t=0$ it behaves as $t^{1-\nu}$, which vanishes for $\nu<1$. The decaying outer solution is

$$G(r)=re^{-r/\nu}\int_0^\infty\left(\frac{1+t}{t}\right)^{\nu}e^{-2rt/\nu}dt .$$

Matching requires $f'(r_c)/f(r_c)=G'(r_c)/G(r_c)$. The smallest positive $V$ that satisfies this gives the nodeless ground state. The norm of the joined function is

$$N=\int_0^{r_c}f^2dr+\frac{f(r_c)^2}{G(r_c)^2}\int_{r_c}^\infty G^2dr .$$

Because $f'(0)=1$, the normalized slope obeys $u'(0)^2=1/N$, and $R=u'(0)^2/4=1/(4N)$.

As $r\to0$, large $t$ dominates the integral, which tends to $\nu/(2r)$. Hence $G(0)=\nu/2\neq0$, and the outer envelope $G/r$ diverges as $1/r$ in this limit. With a finite core, the regular inner solution takes over before $r=0$ is reached. At fixed binding energy the model therefore has no finite density in the limit $r_c\to0$.

### Numbers for a core of one bond length

Take $r_c=2.4$ Å, or $0.1126$ in units of $a^*$. The required depth is $54.8$ units, about 3.1 eV. The two parts of the inward force are $9.74$ from the Coulomb field and $19.75$ from the well, so

$$R=\tfrac12(9.74+19.75)=14.7 .$$

The well supplies about two thirds of the force directly. It also draws charge towards the centre, which raises the Coulomb part from 2 to $9.74$. The mean radius falls from 32 to 20 Å, yet only about 1.8 per cent of the charge lies inside the core. The contact coupling senses only the density at the nucleus, and that is where the density rises by the largest factor.

## Two partial explanations, weighed

**A smaller hydrogenic envelope.** Suppose the envelope kept its exponential shape and shrank until its tail matched the observed binding. The tail $e^{-r/\nu}$ shortens every length by $\nu$, so the density rises by

$$\nu^{-3}=(46/28.14)^{3/2}=2.09 .$$

The A1 coupling would be $10.30\times2.09=21.5$ MHz. The change of shape near the core is needed, not just the change of size.

**The well without intervalley coupling.** With equal couplings, one valley on its own feels a sixth of the A1 depth. The binding energy is then 29.1 meV and the contraction ratio is $1.38$. The sixfold deeper well increases the extra binding from about 1 meV to about 18 meV, far more than in proportion.

A rough measure, which ignores the Coulomb field and is not tested in the program, suggests part of the reason. Without the Coulomb field, a square well begins to bind when $\sqrt{2V}\,r_c=\pi/2\approx1.57$, because a zero-energy wave then reaches the edge with zero slope. For A1 the value is $\sqrt{2\times54.8}\times0.1126=1.18$, fairly near this threshold, where the response is strongly nonlinear. For one sixth of the depth it is $0.48$.

If the three couplings are comparable, as assumed here, the six valleys act twice: they interfere at the nucleus, and together they make the well deep enough to contract the envelope. The model fixes only the sum $U_0+U_1+4U_2$, so the division between intravalley and intervalley parts is an assumption.

| Contributions included | Coupling (MHz) |
|---|---:|
| One valley, Coulomb field | 1.7 |
| A1 interference | 10.3 |
| A1 interference, intravalley part of well (equal couplings) | 14 |
| A1 interference, full A1 well | 152 |

The last row is

$$A=1.717\times6\times14.74\approx152\ \text{MHz}.$$

## What the result does and does not establish

The model overshoots 117.5 MHz by 29 per cent. It removes the shortfall of a factor of 68, but it does not predict the coupling accurately. One large uncertainty, besides that of $\eta$, is the core radius, which the binding energy does not determine:

| Core radius (Å) | Coupling (MHz) |
|---:|---:|
| 1.8 | 218 |
| 2.4 | 152 |
| 3.0 | 117 |
| 3.6 | 96 |

A radius of about 3.0 Å reproduces the target. This is a fit. It shows that the required length is of atomic size, but it does not measure the core, because an error in $\eta$ or a different shape of well would shift it.

The three contributions have different standing. The factor 6 follows from symmetry once valley overlap is neglected. The contraction is a model result: about 11 is needed with these inputs, and the square well gives 9 to 21 over the radii shown. Other well shapes can give other values. The one-valley coupling carries the full uncertainty of $\eta$, including the use of a silicon value at a phosphorus nucleus.

The isotropic replacement is a further approximation. Before contraction, its central density $1/(\pi a^{*3})$ is about 8 per cent below that of the anisotropic trial envelope. I use it only for the ratio $R$, and assume that the ratio carries over to the anisotropic envelope. The anisotropic equation with the well is not solved here, so the 152 MHz, the table of core radii and the fitted 3.0 Å all carry the error of this assumption.

The numerical check diagonalizes the coupled six-valley radial problem for isotropic envelopes, with equal and with unequal couplings. For anisotropic envelopes the non-spherical parts inside the core feel other combinations of the couplings, so the single channel is then an approximation. Within the isotropic model the check confirms the reduction to one A1 channel, the factor 6 and the vanishing central amplitude of the other five states. It also tests the matched solution and the force law.

## Computed values

```
Input transverse mass: 0.19 m_e
Input longitudinal mass: 0.92 m_e
Input relative permittivity: 12
Input Bloch density at nucleus: 180 x cell mean
Input observed binding energy: 46 meV
Input core radius: 2.4 angstrom
Input phosphorus nuclear g factor: 2.26
Input lattice constant: 5.4 angstrom
Input valley position: 0.85 x 2pi/lattice constant
Coupling to explain: 117.5 MHz
Contact field / (mu0 M(0)), from currents: 0.666666
Hydrogen check of prefactor: 1422.8 MHz
Coupling per unit density: 0.2680 MHz nm^3
Density needed at nucleus: 438.4 nm^-3
Transverse envelope radius a: 24.98 angstrom
Longitudinal envelope radius b: 14.32 angstrom
One-valley Coulomb binding: 28.14 meV
Envelope density at donor: 0.03560 nm^-3
One-valley density at nucleus: 6.408 nm^-3
One-valley coupling: 1.717 MHz
Shortfall of one-valley coupling: factor 68.4
Six-valley A1 coupling, same envelope: 10.30 MHz
Contraction ratio still needed: 11.40
Isotropic effective mass: 0.2979 m_e
Isotropic effective radius: 21.32 angstrom
Effective energy unit: 56.29 meV
nu: 0.7822
Core radius in effective units: 0.1126
A1 well depth in effective units: 54.80
A1 well depth: 3.085 eV
Contraction ratio R, diagonalization: 14.7438
Contraction ratio R, matching: 14.7438
Mean inverse square radius (hydrogenic 2): 9.737
Well part of mean inward force: 19.751
Charge inside core: 1.79 percent
Mean radius before contraction: 31.98 angstrom
Mean radius after contraction: 19.99 angstrom
Final coupling: 151.9 MHz
Final density at nucleus: 566.9 nm^-3
Hydrogenic rescaling ratio: 2.089
A1 coupling with rescaling only: 21.53 MHz
Binding with intravalley well only: 29.10 meV
Contraction ratio, intravalley well only: 1.383
Overlap estimate, opposite valleys: 0.0616
Overlap estimate, perpendicular pair: 0.0032
Overlap estimate, total norm change: 0.0743
Coupling for core radius 1.8 angstrom: 217.8 MHz
Coupling for core radius 2.4 angstrom: 151.9 MHz
Coupling for core radius 3.0 angstrom: 117.1 MHz
Coupling for core radius 3.6 angstrom: 95.7 MHz
Core radius fitted to target: 2.99 angstrom
```
